# Choosing Gummel Decoupling or Full Newton for a One-Dimensional Diode

## Definitions and conventions

A program that computes the state of a semiconductor device can solve the Poisson and carrier equations in turn (Gummel), or all together (Newton). This guide derives how fast each converges for a steady one-dimensional diode, and what follows for the choice.

Potentials are in units of $kT/q$. Densities are in units of the doping $N$ of the n-type base, so the base doping is 1. The electrostatic potential is $\psi$. The quasi-Fermi potentials $\phi_n,\phi_p$ are defined, with Boltzmann statistics, by

$$n=n_i e^{\psi-\phi_n},\qquad p=n_i e^{\phi_p-\psi}.$$

The p contact is on the left, with $\phi_n=\phi_p=V$; the n contact is on the right, with $\phi_n=\phi_p=0$. Contacts are ohmic, so $\psi$ is fixed there by neutrality. The junction is at $x=0$ and the base extends to $x=L$. Recombination is left out. With net doping $C$ and base Debye length $\lambda$, the equations are

$$-\lambda^2\psi''=p-n+C,\qquad (n\phi_n')'=0,\qquad (p\phi_p')'=0. \tag{1}$$

Each carrier flux has been divided by its own constant diffusivity. With each mobility taken to be the same throughout the device, the mobilities drop out of the iteration; if they differ between regions, their ratios remain.

## What the two settings do

**Gummel.** A sweep starts from $\psi$, solves the two continuity equations for $\phi_n,\phi_p$, and then solves the nonlinear Poisson equation for a new $\psi$ with $\phi_n,\phi_p$ held fixed.

The continuity step is linear in $u=e^{-\phi_n}$ and $v=e^{\phi_p}$. Since $u'=-\phi_n'u$, we have $n\phi_n'=-n_ie^{\psi}u'$, so $u'\propto e^{-\psi}$ and

$$u(x)=u_{\rm left}+(u_{\rm right}-u_{\rm left})\frac{\int_{\rm left}^{x}e^{-\psi}dx'}{\int_{\rm left}^{\rm right}e^{-\psi}dx'}.$$

For $v$, replace $\psi$ by $-\psi$. If $\psi$ is linear in a mesh cell of width $h$ and rises by $\Delta$, the cell integral is $h(e^{\Delta}-1)e^{-\psi_{i+1}}/\Delta$. This is the Scharfetter–Gummel discretization.

**Newton.** Collect $\psi,n,p$ in a vector $z$, write the discrete equations as $F(z)=0$ with Jacobian $J$, and let $e=z-z_*$ be the error. Expanding about $z$,

$$0=F(z_*)=F(z)-Je+\tfrac12F''[e,e]+O(e^3).$$

The step $z\to z-J^{-1}F(z)$ leaves the error

$$e_{\rm new}=J^{-1}(Je-F(z))=\tfrac12J^{-1}F''[e,e]+O(e^3).$$

Convergence is quadratic, provided $J$ is nonsingular at the solution and the start is close enough.

## The linear factor of a Gummel sweep

Let $\psi$ be wrong by a small $h(x)$, zero at the contacts. The density errors after the continuity step are $\delta n=n(h-\delta\phi_n)$ and $\delta p=p(\delta\phi_p-h)$. The perturbed fluxes must remain constant in $x$:

$$n\,\delta\phi_n'+n\phi_n'(h-\delta\phi_n)=c_n,\qquad p\,\delta\phi_p'+p\phi_p'(\delta\phi_p-h)=c_p. \tag{2}$$

The constants are set by $\delta\phi_n=\delta\phi_p=0$ at both contacts. Linearizing Poisson's equation at fixed quasi-Fermi potentials gives

$$\left(-\lambda^2\frac{d^2}{dx^2}+n+p\right)h_{\rm new}=n\,\delta\phi_n+p\,\delta\phi_p. \tag{3}$$

Equations (2) and (3) define a linear map $h_{\rm new}=Mh$. Close to the solution, convergence is linear with asymptotic factor $\rho$, the largest eigenvalue modulus of $M$, if $0<\rho<1$.

At equilibrium $\phi_n'=\phi_p'=0$. Then (2) reduces to $n\,\delta\phi_n'=c_n$, and the vanishing end values force $c_n=0$ and $\delta\phi_n=0$; the same holds for holes. Hence $M=0$.

In a neutral region whose errors vary slowly on the scale of the Debye length, the derivative in (3) can be dropped:

$$h_{\rm new}=\frac{n\,\delta\phi_n+p\,\delta\phi_p}{n+p}. \tag{4}$$

A carrier thus feeds an error back if it has a quasi-Fermi gradient, which makes it respond in (2), and an appreciable share of $n+p$, which gives it weight in (4). In low injection the minority holes have the gradient but little weight. In high injection they have both.

## The p+n diode

Let the emitter be doped much more heavily than the base, so that the electron flux is negligible. Its change $c_n$ is negligible too: by the formula for $u$, its relative change is an average of $h$. Then $\phi_n=0$ and $\delta\phi_n=0$ in the base.

**Steady state.** Neutrality gives $n=1+p$. From $\phi_n=0$ follows $\psi=\ln(n/n_i)$, hence $\psi'=n'/n$. Since $\phi_p=\psi+\ln(p/n_i)$ and $p'=n'$, the positive hole flux is

$$j=-p\phi_p'=-p\,n'\left(\frac1n+\frac1p\right)=-\frac{n+p}{n}\,n'. \tag{5}$$

**Eigenvalue condition.** Put $y=\delta\phi_p$. For an eigenfunction with $h_{\rm new}=\mu h$, equation (4) gives $h=py/[\mu(n+p)]$. Inserting this and $p\phi_p'=-j$ in (2),

$$y'=\frac{j}{p}\left(1-\frac{1}{\mu}\frac{p}{n+p}\right)y+\frac{c_p}{p}.$$

At the n contact $y=0$. At the junction $y\approx0$ as well, because the hole-rich path to the p contact has little resistance. With the integrating factor

$$I(x)=\exp\left[-\int_0^x\left(\frac jp-\frac{1}{\mu}\frac{j}{n+p}\right)dx'\right],$$

the equation becomes $(Iy)'=c_pI/p$. Integrating over the base gives $c_p\int_0^L(I/p)\,dx=0$. Since $c_p=0$ would make $y$ vanish, the integral must be zero.

Let $r$ be the electron density at the base edge, in units of $N$. By (5), $j\,dx=-(n+p)\,dn/n$, so with $p=n-1$

$$\int_0^x\frac jp\,dx'=\int_n^r\left(\frac1m+\frac1{m-1}\right)dm=\ln\frac{r(r-1)}{n(n-1)},\qquad \int_0^x\frac{j}{n+p}\,dx'=\ln\frac rn.$$

Writing $s=1/\mu$,

$$I=\frac{n(n-1)}{r(r-1)}\left(\frac rn\right)^{s},\qquad \frac{dx}{p}=-\frac{2n-1}{j\,n(n-1)}\,dn.$$

The factors $n(n-1)$ cancel. At the n contact $p\approx n_i^2$ is negligible and $n\approx1$, which leaves

$$\int_1^r(2m-1)\,m^{-s}\,dm=0,\qquad \rho=\frac{1}{|s|_{\min}}. \tag{6}$$

Base length and mobility have disappeared. The injection level follows from the bias: at the base edge $\phi_n\approx0$ and $\phi_p\approx V$, so $np=n_i^2e^V$ and

$$r(r-1)=n_i^2e^V,\qquad r=\tfrac12+\sqrt{\tfrac14+n_i^2e^V}. \tag{7}$$

## Limits and a bound

Substitute $m=e^t$, $s=2+\sigma$ and $T=\ln r$ in (6):

$$\int_0^T g(t)e^{-\sigma t}dt=0,\qquad g(t)=2-e^{-t}. \tag{8}$$

*Low injection, $T\ll1$.* Here $g\approx1$, and (8) requires $e^{-\sigma T}=1$ with $\sigma\ne0$. The smallest roots are $\sigma\approx\pm2\pi i/T$, large enough for the 2 in $s$ to be neglected:

$$\rho\approx\frac{\ln r}{2\pi}\approx\frac{r-1}{2\pi}.$$

The factor is proportional to the injected hole density, and so to $e^V$.

*High injection, $T\gg1$.* Now $g\approx2$ over most of the range. Again $\sigma\approx\pm2\pi i/T$, but the 2 in $s$ counts:

$$\rho\approx\frac{1}{|2+2\pi i/T|}=\frac{\ln r}{2\sqrt{\ln^2r+\pi^2}}. \tag{9}$$

Formula (9) also has the correct low-injection limit. At the six printed values of $r$ from 1.001 to $10^6$, it exceeds the $\rho$ given by (6) by at most about 6%.

*Bound.* Integrating (8) by parts, multiplying by $e^{\sigma T}$ and rearranging gives

$$g(T)=g(0)e^{\sigma T}+\int_0^Tg'(t)e^{\sigma(T-t)}dt.$$

Both $g(0)$ and $g'$ are positive. If ${\rm Re}\,\sigma\le0$, the right side has modulus at most $g(0)+\int_0^T g'dt=g(T)$. Equality needs every exponential to be 1, hence $\sigma=0$; but $\sigma=0$ does not solve (8), because $\int_0^T g\,dt>0$. Therefore ${\rm Re}\,\sigma>0$, $|s|>2$ and $\rho<1/2$. Within this model, high injection slows Gummel but does not stop it. The bound does not cover strong emitter injection or ohmic drops; the next section shows that a drop alone can take $\rho$ above 1/2.

## Ohmic drops: high injection is not the sole cause

**One carrier.** Take a uniform n-type bar of length $\ell$ with negligible holes and an ohmic drop $D$. Then $n=1$ and $\phi_n'=\psi'=a$, with $|a|\ell=D$. By (4), $\mu h=\delta\phi_n$, and (2) becomes

$$\delta\phi_n'=a\left(1-\frac1\mu\right)\delta\phi_n+c_n.$$

A nonzero solution vanishing at both ends needs $e^{a\ell(1-1/\mu)}=1$ with a nonzero exponent $2\pi ik$. The slowest modes, $k=\pm1$, give

$$\frac1\mu=1\mp\frac{2\pi i}{a\ell},\qquad \rho=\frac{D}{\sqrt{D^2+4\pi^2}}. \tag{10}$$

In the limit described by (4), where the bar is very long compared with its Debye length, this tends to 1 at large $D$, without minority injection. The full sweep matrix gives 0.847 at $D=10$ and 0.979 at $D=30$, in agreement with (10).

**Two equal carriers.** Let $n=p$ be uniform, again with $\phi_n'=\phi_p'=a$. Define $S=(\delta\phi_n+\delta\phi_p)/2=\mu h$ and $R=(\delta\phi_n-\delta\phi_p)/2$. Half the sum and half the difference of the equations (2), divided by the density, are

$$S'=aR+c_1,\qquad R'=a(S-h)+c_2=a\left(1-\frac1\mu\right)S+c_2.$$

Eliminating $R$ gives $S''=a^2(1-1/\mu)S+ac_2$. Since $R=0$ at both ends, $S'$ has equal values there, and so does $S$. A non-constant solution must then be periodic, which requires $a^2(1/\mu-1)=(2\pi k/\ell)^2$. For $k=1$,

$$\rho=\frac{D^2}{D^2+4\pi^2},$$

the square of (10), so this plasma converges faster than the one-carrier bar at the same drop. Sharing neutrality between two carriers is not slow in itself; the quasi-Fermi gradients matter too. This two-carrier result is derived here but was not checked numerically.

## A worked diode

The model diode has $T=300$ K, relative permittivity 12, $n_i=10^{10}$ cm$^{-3}$, emitter doping $10^{19}$ cm$^{-3}$, base doping $10^{16}$ cm$^{-3}$ and 30 µm on each side. The base Debye length is 41 nm.

At 0.90 V the reduced bias is $900/25.852=34.8135$, and $n_i/N=10^{-6}$. Equation (7) gives $r(r-1)=10^{-12}e^{34.8135}\approx1316$, hence $r\approx36.8$ and $\ln r\approx3.61$. The estimate (9) is

$$\rho\approx\frac{3.61}{2\sqrt{13.0+9.87}}\approx0.38.$$

The root of (6) gives 0.358, and the full diode 0.345. At 0.60 V, $r-1=0.0119$ gives $0.0119/(2\pi)=0.0019$, as found for the full diode.

| Bias (V) | $r$, eq. (7) | $\rho$, diode | $\rho$, eq. (6) | Gummel sweeps | Newton steps |
|---|---:|---:|---:|---:|---:|
| 0.60 | 1.01 | 0.0019 | 0.0019 | 2 | 3 |
| 0.80 | 5.77 | 0.228 | 0.230 | 8 | 2 |
| 0.90 | 36.8 | 0.345 | 0.358 | 11 | 2 |
| 1.00 | 251 | 0.385 | 0.421 | 13 | 3 |

Counts are to a potential error below $10^{-6}$. Both methods start from the same potential estimate, built from the solution 0.025 V lower. Newton's starting densities come from one continuity solve at that potential, which is not counted.

At 0.90 V the starting error is 0.081. A steady factor of 0.345 predicts $\ln(0.081/10^{-6})/|\ln0.345|\approx10.6$ sweeps, against 11 counted. Individual error ratios vary, as expected when the leading eigenvalues are a complex pair. A fit that allows for such a pair recovers 0.345 from the nonlinear iteration. Newton's errors are 0.081, $2.7\times10^{-3}$ and $8.9\times10^{-7}$.

Two tests address the cause. Removing the hole term from the right side of (3) at 0.90 V lowers $\rho$ from 0.345 to 0.011. Raising the base doping tenfold at 0.80 V lowers $r$ from 5.8 to 1.2 and $\rho$ from 0.228 to 0.031. Bias alone therefore does not set the rate.

At 1.00 V equation (6) is about 9% above the diode value. The electron-to-hole flux ratio, each flux divided by its diffusivity, has reached 0.08, so neglecting emitter injection is less accurate. Equation (7) then overestimates the edge density, because the electron flux makes $\phi_n$ positive at the base edge, and the hole flux, which has to cross the emitter, brings $\phi_p$ below $V$ there. Too large an $r$ raises the $\rho$ given by (6). The edge density of the full diode is 147 rather than 251, and (6) then gives 0.408, which closes only a little over a third of the gap to 0.385. In (2), $h$ drives $\delta\phi_n'$ and $\delta\phi_p'$ with opposite signs when both quasi-Fermi potentials fall to the right. That this partial cancellation also contributes to the lower $\rho$ is a conjecture.

## Guidance for the setting

**Choose by injection level and ohmic drop.** Estimate $r$ from (7), with $V$ reduced by any ohmic drop in series with the junction, and $\rho$ from (9); if a resistive region carries the current mainly by one carrier, use (10) for it as well. The larger value is only a rough guide, and can be too low, especially when the drop is just a few $kT/q$: each formula assumes that the quasi-Fermi errors vanish at the ends of its own region, which a series connection does not ensure. Averaged over many sweeps, a tenfold reduction of the error takes $\ln10/|\ln\rho|$ sweeps: 2.2 at $\rho=0.345$, but over 100 for the bar with $D=30$. A single tenfold reduction can take noticeably fewer or more, because the maximum error also oscillates when the leading eigenvalues are complex.

**Compare cost, not counts alone.** If a Newton step costs $\kappa$ Gummel sweeps, and the cost of Newton's starting densities is neglected, the counts above favour Newton at 0.90 V when $\kappa<11/2$, and at 0.60 V when $\kappa<2/3$. The value of $\kappa$ depends on the implementation and was not measured.

**Combine them when the start is poor.** The quadratic law is local. A few Gummel sweeps can supply a closer start where they reduce the error; Newton can then finish. Neither analysis guarantees convergence from a distant start.

**Set the tolerance with the rate in mind.** For an error component with eigenvalue $\mu$, the last change is $(\mu-1)e_k$ and the remaining error is $\mu e_k$. Their ratio has modulus $|\mu/(1-\mu)|=1/|s-1|$. In the p+n model ${\rm Re}\,s>2$, so each component's error is smaller than its last change. The maximum error combines a complex pair of components, and in strong injection ($r\approx250$) it can equal or slightly exceed the maximum last change. In the bar, (10) gives $D/(2\pi)$ for each of the two slowest modes, nearly 5 at $D=30$. These modes are proportional to $e^{\pm2\pi ix/\ell}-1$, and a real error combines both. Once they dominate, the maximum error over the bar is proportional to $1+|\cos\alpha|$, with a phase $\alpha$ that advances at every sweep. The last change is a quarter period out of phase, so its maximum is proportional to $1+|\sin\alpha|$. The ratio of the two maxima therefore varies between half and twice $D/(2\pi)$: at $D=30$ the remaining error can be over nine times the last change.

**Check the assumptions.** Equation (6) needs a neutral base much longer than the Debye length and the depletion width, and weak emitter injection. Equation (10) needs a neutral region much longer than its own Debye length; in a short one the factor is lower. The worked diode has the same mobilities in emitter and base; lowering the emitter values to 0.1 (electrons) and 0.15 (holes) of the base values, the order expected for heavy doping, changes $\rho$ from 0.345 to 0.356 at 0.90 V and from 0.385 to 0.410 at 1.00 V. Recombination would couple the two continuity equations directly, and its effect on $\rho$ is not covered here. The rates at all computed biases, and the first errors at 0.60 V and 0.90 V, are in the numerical output below.

## Numbers as computed

```
temperature 300 K, kT/q = 25.852 mV
relative permittivity 12, ni = 1e+10 cm^-3
emitter 1e+19 cm^-3, base 1e+16 cm^-3
length of each side 30 um, mesh nodes 397
base Debye length 41.4 nm
bias where r(r-1)=1: 0.7143 V
counts: sweeps or steps to potential error 1e-06 kT/q
V(V)  r     rho_diode rho_neutral jn/jp   Gummel Newton
0.60   1.0119 0.00187  0.00188  0.00100    2    3
0.70   1.4082 0.05349  0.05368  0.00121    4    3
0.75   2.5557 0.13748  0.13812  0.00183    5    2
0.80   5.7683 0.22811  0.22997  0.00351    8    2
0.85  14.3029 0.29908  0.30416  0.00778   10    2
0.90  36.7834 0.34486  0.35772  0.01808   11    2
1.00 251.4754 0.38471  0.42102  0.07923   13    3
Gummel errors (kT/q) at 0.60 V: 2.8e-01 6.7e-06 8.0e-09 1.4e-11 0.0e+00
Newton errors (kT/q) at 0.60 V: 2.8e-01 8.2e-03 2.2e-06 7.3e-12
Gummel errors (kT/q) at 0.90 V: 8.1e-02 3.0e-02 9.0e-03 2.4e-03 6.1e-04 3.2e-04 1.3e-04 4.4e-05
Newton errors (kT/q) at 0.90 V: 8.1e-02 2.7e-03 8.9e-07 4.4e-11
observed Gummel factor at 0.80 V: 0.22822
observed Gummel factor at 0.85 V: 0.29931
observed Gummel factor at 0.90 V: 0.34503
relative mismatch of sweep derivative: 2.1e-08
rho at 0.90 V without hole feedback: 0.01134
base 1e+17 cm^-3 at 0.80 V: r = 1.2246, rho = 0.03132, neutral 0.03206
root s at r = 10: 2.2148 + 2.8342 i
neutral base r = 1.001: rho = 0.000159, high-injection form 0.000159
neutral base r = 2: rho = 0.105098, high-injection form 0.107727
neutral base r = 10: rho = 0.278012, high-injection form 0.295578
neutral base r = 100: rho = 0.396392, high-injection form 0.413043
neutral base r = 10000: rho = 0.467710, high-injection form 0.473228
neutral base r = 1e+06: rho = 0.485508, high-injection form 0.487553
ohmic bar, drop 1 kT/q: rho = 0.15713, formula 0.15718
ohmic bar, drop 10 kT/q: rho = 0.84651, formula 0.84673
ohmic bar, drop 30 kT/q: rho = 0.97850, formula 0.97876
```
